# Dipole estimate of distant pair energies in local MP2

Two water molecules stand 320 bohr apart. The dipole formula derived below gives $-1.610\times10^{-14}$ hartree for the sum of their intermolecular pair energies. The same semicanonical expression with explicit two-electron integrals gives $-1.614\times10^{-14}$ hartree, a difference of 0.3 %. Yet the same sum of pair energies from full MP2 in the same basis (cc-pVDZ) is $-1.793\times10^{-14}$ hartree, and the gap, 10 % of the MP2 value, does not close with distance. The multipole expansion is therefore not to blame. The gap comes from the energy denominators, and an implementation should treat these two approximations separately.

## Result and conventions

The reference is a closed-shell Hartree–Fock determinant with real orbitals, and atomic units are used. Let $i,j,k$ be orthonormal localized occupied orbitals with Fock matrix $F_{ik}$. Each orbital $i$ has a virtual domain $[i]$: a set of orthonormal functions, orthogonal to all occupied orbitals, in which the Fock operator has been diagonalized, with energies $\varepsilon_a$. Define

$$\boldsymbol\mu_{ia}=\langle i|\mathbf r|a\rangle,\qquad \Delta_{ij}^{ab}=\varepsilon_a+\varepsilon_b-F_{ii}-F_{jj}.$$

Let $\mathbf R=R\,\mathbf n$ be the vector from the centroid of $i$ to the centroid of $j$. For a pair whose orbitals and domains do not overlap, the semicanonical MP2 energy, counted once per unordered pair, is

$$E_{ij}=-\frac{4}{R^6}\sum_{a\in[i]}\sum_{b\in[j]}\frac{\left[\boldsymbol\mu_{ia}\cdot\boldsymbol\mu_{jb}-3(\boldsymbol\mu_{ia}\cdot\mathbf n)(\boldsymbol\mu_{jb}\cdot\mathbf n)\right]^2}{\Delta_{ij}^{ab}}+O(R^{-7}).\tag{1}$$

## From canonical to semicanonical amplitudes

Start from closed-shell MP2 in canonical orbitals $p,q$ with energies $\varepsilon_p,\varepsilon_q$. With $K_{pq}^{ab}=(pa|qb)$, the amplitudes satisfy

$$K_{pq}^{ab}+(\varepsilon_a+\varepsilon_b-\varepsilon_p-\varepsilon_q)\,T_{pq}^{ab}=0,\qquad E=\sum_{pq,ab}K_{pq}^{ab}\left(2T_{pq}^{ab}-T_{pq}^{ba}\right).$$

Localization is an orthogonal rotation, $|i\rangle=\sum_p|p\rangle U_{pi}$. Multiply the amplitude equation by $U_{pi}U_{qj}$ and sum over $p,q$. The integrals and the virtual energies keep their form. In the term with $\varepsilon_p$, substitute the inverse rotation $T_{pq}=\sum_{kl}U_{pk}U_{ql}T_{kl}$. Orthogonality, $\sum_qU_{qj}U_{ql}=\delta_{jl}$, and $\sum_pU_{pi}\varepsilon_pU_{pk}=F_{ik}$ then give $\sum_kF_{ik}T_{kj}$. The term with $\varepsilon_q$ is treated alike, so that

$$K_{ij}^{ab}+(\varepsilon_a+\varepsilon_b)T_{ij}^{ab}-\sum_kF_{ik}T_{kj}^{ab}-\sum_kT_{ik}^{ab}F_{kj}=0.\tag{2}$$

The energy expression keeps its form under the rotation. Because $K_{ji}^{ba}=K_{ij}^{ab}$, and likewise for $T$, the ordered pairs $ij$ and $ji$ contribute equally. The energy of an unordered pair with $i\neq j$ is therefore

$$E_{ij}=2\sum_{ab}K_{ij}^{ab}\left(2T_{ij}^{ab}-T_{ij}^{ba}\right).\tag{3}$$

The semicanonical approximation drops the terms of (2) that contain off-diagonal $F_{ik}$ or $F_{kj}$. What is left is solved pair by pair:

$$T_{ij}^{ab}=-K_{ij}^{ab}/\Delta_{ij}^{ab}.\tag{4}$$

With domains, $a$ runs over $[i]$ and $b$ over $[j]$. Since the Fock operator is diagonal within each domain, no virtual coupling remains in this restricted equation.

The denominators are positive whenever the Hartree–Fock spectrum has a gap. $F_{ii}$ is an average of occupied orbital energies with weights $U_{pi}^2$, so it cannot exceed the highest of them. Each $\varepsilon_a$ is the expectation value of the Fock operator in a function of the virtual space, so it cannot lie below the lowest virtual energy. Hence $\Delta_{ij}^{ab}$ is at least twice the gap. If the gap closes, this argument no longer gives a positive lower bound, although the denominators of localized orbitals with local domains need not become small.

## Why the dropped couplings matter at any distance

Keep the couplings to first order. Moving them to the right-hand side of (2) gives

$$\Delta_{ij}^{ab}T_{ij}^{ab}=-K_{ij}^{ab}+\sum_{k\neq i}F_{ik}T_{kj}^{ab}+\sum_{k\neq j}T_{ik}^{ab}F_{kj}.$$

Insert (4) for the amplitudes on the right. For a distant pair the energy is $4\sum KT$, as shown in the next section. For orbitals $i,k$ of one molecule that share a domain, the first sum thus changes the pair energy by

$$\delta E_{ij}=-4\sum_{k\neq i}\sum_{ab}\frac{F_{ik}\,K_{ij}^{ab}K_{kj}^{ab}}{\Delta_{ij}^{ab}\,\Delta_{kj}^{ab}},\tag{5}$$

and the second sum gives the analogous term for the partner. Both integrals in (5) fall as $R^{-3}$, while $F_{ik}$ between two orbitals of the same molecule tends to a constant. The correction therefore falls as $R^{-6}$, like the energy itself, and changes its coefficient. Expression (5) has no definite sign in general, so the semicanonical energy is not a bound on the MP2 energy.

In the water example the largest coupling of an O–H bond orbital to another valence orbital of its molecule is 0.19 hartree (at 20 bohr), compared with a smallest denominator of 2.15 hartree for the bond pair treated below. The ratio of semicanonical to full MP2 intermolecular energy is 0.897 at 14 bohr and 0.900 at 320 bohr. If the occupied orbitals are instead chosen to diagonalize the Fock operator within each molecule, the ratio at 40 bohr is 1 to rounding accuracy. This test identifies the couplings as the cause of the gap. Such orbitals are delocalized over their molecule, however, which defeats the purpose in a large one.

## Which integrals survive

Inserting (4) into (3) gives

$$E_{ij}=-\sum_{ab}\frac{4\,(K_{ij}^{ab})^2-2\,K_{ij}^{ab}K_{ij}^{ba}}{\Delta_{ij}^{ab}}.$$

In $K_{ij}^{ab}=(ia|jb)$ with $a\in[i]$ and $b\in[j]$, each electron has a charge distribution on its own site. In $K_{ij}^{ba}=(ib|ja)$ both distributions, $i(\mathbf r)b(\mathbf r)$ and $j(\mathbf r)a(\mathbf r)$, are products of functions on different sites. Two s-type Gaussians with exponents $\alpha,\beta$ at distance $d$ have a product proportional to $\exp[-\alpha\beta d^2/(\alpha+\beta)]$. In a Gaussian basis the exchange term thus vanishes faster than any power of $R$. The same factor suppresses excitations of $i$ into the domain of $j$. For the two waters the exchange term makes up $2\times10^{-6}$ of the semicanonical intermolecular energy at 14 bohr and $3\times10^{-13}$ at 20 bohr. These shares hold for the compact cc-pVDZ basis. With diffuse functions (aug-cc-pVDZ) the share at 20 bohr is $2.5\times10^{-6}$. What remains is

$$E_{ij}=-4\sum_{a\in[i]}\sum_{b\in[j]}\frac{(ia|jb)^2}{\Delta_{ij}^{ab}}.\tag{6}$$

The factor 4 has a simple reading. An electron of either spin in $i$ is paired with one of either spin in $j$. Without exchange, each of the four combinations contributes the same second-order energy $-K^2/\Delta$.

## Expansion of the integral

Measure each electron from its own centroid: $\mathbf r_1=\mathbf C_i+\mathbf s_1$ and $\mathbf r_2=\mathbf C_j+\mathbf s_2$. Then $\mathbf r_2-\mathbf r_1=\mathbf R+\mathbf u$ with $\mathbf u=\mathbf s_2-\mathbf s_1$. Write $p=\mathbf n\cdot\mathbf u$ and

$$\frac1{|\mathbf R+\mathbf u|}=\frac1R(1+x)^{-1/2},\qquad x=\frac{2p}{R}+\frac{u^2}{R^2}.$$

Using $(1+x)^{-1/2}=1-\tfrac12x+\tfrac38x^2-\tfrac5{16}x^3+\dots$ and collecting powers of $1/R$,

$$\frac1{|\mathbf R+\mathbf u|}=\frac1R-\frac{p}{R^2}+\frac{3p^2-u^2}{2R^3}+\frac{3pu^2-5p^3}{2R^4}+\dots\tag{7}$$

This is valid for $u<R$. Orbital tails beyond that range contribute only terms that vanish with the overlap, so the series is used as an asymptotic expansion.

Now integrate (7) over the distributions $i(\mathbf r_1)a(\mathbf r_1)$ and $j(\mathbf r_2)b(\mathbf r_2)$. A term that depends on $\mathbf s_1$ alone is multiplied by $\langle j|b\rangle=0$, and a term that depends on $\mathbf s_2$ alone by $\langle i|a\rangle=0$. The constant term vanishes for both reasons. Only products of $\mathbf s_1$ and $\mathbf s_2$ survive. The $R^{-2}$ term is linear in $\mathbf u$ and has none. In the $R^{-3}$ term, the mixed part of $p^2$ is $-2(\mathbf n\cdot\mathbf s_1)(\mathbf n\cdot\mathbf s_2)$ and that of $u^2$ is $-2\,\mathbf s_1\cdot\mathbf s_2$, so

$$\left[\frac{3p^2-u^2}{2R^3}\right]_{\rm mixed}=\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf n\cdot\mathbf s_1)(\mathbf n\cdot\mathbf s_2)}{R^3}.$$

Furthermore $\langle i|\mathbf s_1|a\rangle=\langle i|\mathbf r|a\rangle-\mathbf C_i\langle i|a\rangle=\boldsymbol\mu_{ia}$, so the transition dipole does not depend on the origin. The result is

$$(ia|jb)=\frac{\boldsymbol\mu_{ia}^{\mathsf T}\,\mathbf A\,\boldsymbol\mu_{jb}}{R^3}+O(R^{-4}),\qquad \mathbf A=\mathbf 1-3\,\mathbf n\mathbf n^{\mathsf T}.\tag{8}$$

Squaring (8) and inserting it into (6) gives (1).

The orthogonality of the domain is essential here. If $\langle i|a\rangle\neq0$ through careless truncation or projection, a spurious monopole appears, the dipole depends on the origin, and (8) no longer describes the integral.

## The first correction

Write $D/R^3$ and $Q/R^4$ for the first two terms of the integral. Its square is $D^2/R^6+2DQ/R^7+\dots$. By (7), $Q$ combines the transition dipole of one site with second moments of the transition density on the other. Suppose that $i$, its domain and the Fock operator in that domain were symmetric under inversion through the centroid. Each $a$ could then be chosen even or odd, and no single excitation from $i$ would have both a dipole and a second moment. If this held on both sites, $DQ$ would vanish. An O–H bond orbital or a lone pair has no such symmetry, so a correction of order $R^{-7}$ to the energy is to be expected, which is a relative error of order $1/R$.

The numbers agree. Between 160 and 320 bohr the error of the dipole integrals falls as $R^{-4.01}$. The root-mean-square relative error of the valence pair energies, measured against the semicanonical values with explicit integrals, falls as $R^{-1.02}$.

## Estimates without orientation

The matrix $\mathbf A$ has eigenvalue $-2$ along $\mathbf n$ and $1$ for the two perpendicular directions. Therefore $|\boldsymbol\mu^{\mathsf T}\mathbf A\boldsymbol\nu|\le2|\boldsymbol\mu||\boldsymbol\nu|$, and the leading term of (1), called $E_{ij}^{\rm dip}$, obeys

$$|E_{ij}^{\rm dip}|\le\frac{16\,S_{ij}}{R^6},\qquad S_{ij}=\sum_{ab}\frac{|\boldsymbol\mu_{ia}|^2|\boldsymbol\mu_{jb}|^2}{\Delta_{ij}^{ab}}.\tag{9}$$

For a typical value instead of a bound, rotate the transition dipoles of the two sites independently, with $\mathbf n$ and the denominators fixed. The average of $\boldsymbol\mu\boldsymbol\mu^{\mathsf T}$ is unchanged by any further rotation, so it is a multiple of the unit matrix. Its trace is $|\boldsymbol\mu|^2$, so it equals $\tfrac13|\boldsymbol\mu|^2\mathbf 1$. Hence

$$\left\langle(\boldsymbol\mu^{\mathsf T}\mathbf A\boldsymbol\nu)^2\right\rangle=\frac{|\boldsymbol\mu|^2|\boldsymbol\nu|^2}{9}\,\mathrm{tr}\,\mathbf A^2=\frac{1+1+4}{9}|\boldsymbol\mu|^2|\boldsymbol\nu|^2=\frac23|\boldsymbol\mu|^2|\boldsymbol\nu|^2,$$

$$\left\langle E_{ij}^{\rm dip}\right\rangle=-\frac{8}{3}\frac{S_{ij}}{R^6}.\tag{10}$$

The bound (9) concerns the dipole term alone. Higher multipoles, overlap and the dropped Fock couplings can all raise the magnitude of the true pair energy.

## A bond pair in numbers

The example uses RHF and all-electron MP2 in the cc-pVDZ basis. The waters have O–H lengths of 1.81 bohr, angles of 104.5° and fixed, unsymmetrical orientations. Valence orbitals are Boys-localized in each monomer, projected onto the occupied space of the pair and orthonormalized. Each domain consists of the projected atomic orbitals of one molecule and has 19 functions. The basis lacks diffuse functions, so the numbers are not converged values for water. With aug-cc-pVDZ the summed pair energies roughly double (MP2 at 20 bohr: $-7.3\times10^{-7}$ instead of $-3.6\times10^{-7}$ hartree) and the ratio of semicanonical to MP2 energy falls from 0.90 to 0.87. For the bond pair below, $S_{ij}$ rises from 0.50 to about 0.75 hartree bohr⁶, which moves the two screening distances to 15.1 and 11.2 bohr.

Take one O–H bond orbital on each molecule at an O–O distance of 20 bohr. The centroids are $R=20.290$ bohr apart, with $\mathbf n=(-0.0014,-0.0027,1.0000)$. The strongest excitation pair has

$$\boldsymbol\mu_{ia}=(-0.3700,-0.3202,0.0779),\quad \boldsymbol\mu_{jb}=(0.3054,0.3185,0.2235)\ e\,\text{bohr}.$$

The scalar product is $-0.1130-0.1020+0.0174=-0.1976$. The components along $\mathbf n$ are 0.0793 and 0.2222, so the second term is $-3\times0.0793\times0.2222=-0.0529$. With $R^3=8353$ bohr³,

$$(ia|jb)\approx\frac{-0.1976-0.0529}{8353}=-3.00\times10^{-5}\ \text{hartree}.$$

The explicit integral is $-3.23\times10^{-5}$ hartree, so the dipole value is 7 % too small in magnitude. The denominator is

$$\Delta=0.1848+0.1837+0.8904+0.8915=2.150\ \text{hartree},$$

and the energy term is $-4(3.00\times10^{-5})^2/2.150=-1.67\times10^{-9}$ hartree.

This strongest term is only a tenth of the pair energy, so the full sum over $a$ and $b$ is needed. It gives $-1.75\times10^{-8}$ hartree, or $-0.046$ J/mol. The semicanonical value with explicit integrals is $-1.78\times10^{-8}$ hartree, 2 % larger in magnitude.

For the same pair $S_{ij}=0.503$ hartree bohr⁶. The average (10) is $-1.92\times10^{-8}$ hartree, and the bound (9) is $1.15\times10^{-7}$ hartree, 6.6 times the magnitude of the oriented dipole value. With a threshold $t=10^{-6}$ hartree, and with $S_{ij}$ taken as independent of the distance, the bound guarantees a dipole energy below $t$ beyond

$$R=(16S_{ij}/t)^{1/6}=14.2\ \text{bohr},$$

whereas the average reaches $t$ at 10.5 bohr. The sixth root keeps these distances close although the prefactors differ by a factor of 6.

## Use in screening

The sums over all 25 intermolecular pairs separate the two errors. Energies are in hartree. The MP2 column is the sum of intermolecular pair energies. It is not the MP2 correlation contribution to the interaction energy, which also contains the change of the intramolecular pairs and is about $-9\times10^{-7}$ hartree at 40 bohr.

| O–O (bohr) | dipole | semicanonical | MP2 |
|---:|---:|---:|---:|
| 14 | $-2.77\times10^{-6}$ | $-3.05\times10^{-6}$ | $-3.41\times10^{-6}$ |
| 20 | $-3.05\times10^{-7}$ | $-3.23\times10^{-7}$ | $-3.60\times10^{-7}$ |
| 40 | $-4.44\times10^{-9}$ | $-4.56\times10^{-9}$ | $-5.07\times10^{-9}$ |

At 14 bohr the dipole sum is 9 % below the semicanonical one in magnitude and 19 % below MP2. In this arrangement both errors make the summed estimate too small, so a threshold on it drops more energy than it indicates. The sign of the multipole error depends on the geometry: with the second molecule moved to the opposite side at 20 bohr, the dipole sum is 3 % larger in magnitude than the semicanonical one.

A trial at 14 bohr with $t=10^{-7}$ hartree shows the consequences. The dipole estimate drops 16 of the 25 pairs, and 6 pairs are classified differently when explicit integrals are used. The 16 dropped pairs include all nine that involve an O 1s orbital, whose energies lie far below the threshold. The 6 reclassified pairs are therefore among the 16 valence pairs. Seven valence pairs have semicanonical magnitudes between $1.0$ and $1.2\times10^{-7}$ hartree, just above the threshold, and all 6 reclassified pairs are dropped by the estimate although their semicanonical magnitude exceeds $t$. The dropped pairs carry $-7.4\times10^{-7}$ hartree, 24 % of the semicanonical intermolecular energy. Their summed dipole estimate is $-6.4\times10^{-7}$ hartree. Adding this sum to the final energy recovers 86 % of the semicanonical energy that was dropped, or 78 % of the MP2 energy of the same pairs ($-8.2\times10^{-7}$ hartree), at no further cost.

An implementation can proceed as follows.

1. For each $i$, build $[i]$ orthogonal to the occupied space, remove linear dependencies, and diagonalize the Fock matrix in it. Store $\varepsilon_a$, $\boldsymbol\mu_{ia}$, $F_{ii}$ and the centroid.
2. Check that $\langle i|a\rangle$ vanishes to numerical accuracy.
3. For each pair, evaluate (1) from the stored data. No two-electron integrals are needed.
4. Keep the pair if $|E_{ij}^{\rm dip}|\ge t$. Otherwise drop it and add $E_{ij}^{\rm dip}$ to a running correction.
5. Keep every pair whose orbitals or domains overlap, whatever the estimate says, because (1) has no validity there.

Thresholds should be judged by the sum of the dropped energies, since many small pairs can add up. The numerical check checks the amplitude equations, the decay powers, the average and the bound numerically.

## Table of computed values

```
O-H length 1.81 bohr, angle 104.5 deg, basis cc-pvdz
basis functions, occupied, virtuals per water: 24 5 19
BOND PAIR at O-O distance 20 bohr
bond centroid to own O, A and B: 1.0028 1.0027 bohr
centroid separation vector: -0.0291 -0.0548 20.2898 bohr
R = 20.2899 bohr; n = -0.0014 -0.0027 1.0000
F_ii, F_jj: -0.89039 -0.89148 hartree
largest valence |F_ik| on molecule A: 0.1909 hartree
strongest excitation pair a, b:
  e_a, e_b: 0.18484 0.18372 hartree
  Delta: 2.15043 hartree
  mu_ia: -0.3700 -0.3202 0.0779 e bohr
  mu_jb: 0.3054 0.3185 0.2235 e bohr
  (ia|jb) exact:  -3.23290e-05 hartree
  (ia|jb) dipole: -2.99833e-05 hartree
  its energy term -4K^2/Delta, dipole: -1.6722e-09 hartree
pair energy, dipole formula: -1.7473e-08 hartree
pair energy, semicanonical exact integrals: -1.7833e-08 hartree
pair energy, dipole formula: -4.5876e-02 J/mol
S = sum mu^2 mu^2/Delta: 0.5029 hartree bohr^6
orientation average: -1.9221e-08 hartree (explicit -1.9221e-08)
bound of dipole energy: -1.1533e-07 hartree
distance where bound = 1e-06 hartree: 14.16 bohr
distance where average = 1e-06 hartree: 10.50 bohr
ALL 25 INTERMOLECULAR PAIRS, sums in hartree
O-O/bohr  dipole  semicanonical  coupled MP2  rms rel. error valence
  14 -2.7748e-06 -3.0545e-06 -3.4051e-06 0.1209
  20 -3.0474e-07 -3.2318e-07 -3.6007e-07 0.0784
  40 -4.4430e-09 -4.5563e-09 -5.0695e-09 0.0356
 160 -1.0372e-12 -1.0430e-12 -1.1589e-12 0.0082
 320 -1.6095e-14 -1.6139e-14 -1.7926e-14 0.0041
semicanonical/coupled at 14, 20, 40, 160, 320 bohr: 0.89703 0.89756 0.89877 0.90005 0.90029
same ratio - 1, molecular canonical occupied, 40 bohr: -7.8e-16
exchange share at 14 and 20 bohr: 2.4e-06 2.6e-13
domain error at 14 and 20 bohr: 1.8e-05 1.7e-12
powers of R, 160 to 320 bohr: integrals -3.006, dipole error -4.008
  pair energy sum -6.014, relative pair error -1.019
SCREENING at 14 bohr, threshold 1e-07 hartree
pairs dropped by dipole estimate: 16 of 25
pairs classified differently by exact integrals: 6
dropped energy, estimate and semicanonical: -6.3860e-07 -7.4187e-07 hartree
```
